# Berry curvature peaks and k-grid errors in the anomalous Hall conductivity

**Q.** A colleague computed the intrinsic anomalous Hall conductivity of a two-dimensional model and the number jumped by orders of magnitude when the k-grid was moved, although the total energy had long converged. What is being summed, and why should it be so sensitive?

**A.** Take non-interacting electrons at zero temperature, one copy of each band, charge \(-e\). Near a weakly avoided crossing two bands obey
\[ H=\mathbf d\cdot\boldsymbol\sigma,\qquad \mathbf d=(\hbar v k_x,\ \hbar v k_y,\ m),\qquad E_\pm=\pm|\mathbf d| , \]
with half gap \(m>0\) and the chemical potential inside the gap, \(|\mu|<m\). Define the Berry curvature of the lower band as \(\Omega=-2\,\mathrm{Im}\langle\partial_x u_-|\partial_y u_-\rangle\), with \(\partial_x=\partial/\partial k_x\). Insert \(|u_+\rangle\langle u_+|+|u_-\rangle\langle u_-|\). The \(u_-\) term is a product of two imaginary numbers, because \(\langle u|u\rangle=1\), so it drops out. Differentiating \(Hu_-=E_-u_-\) and projecting on \(u_+\) gives \(\langle u_+|\partial u_-\rangle=\langle u_+|\partial H|u_-\rangle/(E_--E_+)\). Hence
\[ \Omega=-2\,\mathrm{Im}\,\frac{\langle u_-|\partial_xH|u_+\rangle\langle u_+|\partial_yH|u_-\rangle}{(2|\mathbf d|)^2}. \]
Write \(\mathbf A=\partial_x\mathbf d\), \(\mathbf B=\partial_y\mathbf d\) and choose spin axes with the third along \(\mathbf d\). The two elements are \(A_1+iA_2\) and \(B_1-iB_2\). The imaginary part of their product is \(A_2B_1-A_1B_2=-(\mathbf A\times\mathbf B)\cdot\hat{\mathbf d}\), so
\[ \Omega=\frac{\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)}{2|\mathbf d|^3}. \]
The upper band has the opposite sign, since exchanging \(u_\pm\) conjugates the product.

A field \(E_y\) adds \(eE_y y\), whose interband element is \(eE_y\,i\langle u_+|\partial_yu_-\rangle\). First-order perturbation theory gives \(\delta u=|u_+\rangle\,ieE_y\langle u_+|\partial_yH|u_-\rangle/(2|\mathbf d|)^2\). The velocity change is \((2/\hbar)\,\mathrm{Re}\langle u_-|\partial_xH|\delta u\rangle=eE_y\Omega/\hbar\), using \(\mathrm{Re}(iz)=-\mathrm{Im}\,z\). With \(j_x=-e\int d^2k\,v_x/(2\pi)^2=\sigma_{xy}E_y\) and \(h_P=2\pi\hbar\),
\[ \sigma_{xy}=-\frac{e^2}{h_P}\,C,\qquad C=\frac{\Phi}{2\pi},\qquad \Phi=\int\Omega\,d^2k . \]
The energy has no gap in a denominator; \(\Omega\) has the gap squared there. In the lattice model below, a \(20\times20\) grid with a point on the crossing misses the energy per cell, \(-2498\) meV, by 0.17 meV, and misses \(C=1\) by 94.

**Q.** How tall and how narrow is the peak? I have heard "flux \(\pi\) inside a radius \(m/\hbar v\)".

**A.** Here \(\partial_x\mathbf d\times\partial_y\mathbf d=(\hbar v)^2\hat z\). With \(k_0=m/\hbar v\) and \(\xi=1/k_0\),
\[ \Omega=\frac{(\hbar v)^2m}{2(\hbar^2v^2k^2+m^2)^{3/2}}=\frac{k_0}{2(k^2+k_0^2)^{3/2}},\qquad \Omega(0)=\frac{(\hbar v)^2}{2m^2}=\frac{\xi^2}{2}. \]
Put \(\rho=k^2+k_0^2\), so that \(d^2k=\pi\,d\rho\) after the angular integral:
\[ \Phi(k)=\frac{\pi k_0}{2}\int_{k_0^2}^{k^2+k_0^2}\rho^{-3/2}d\rho=\pi\left[1-\frac{k_0}{\sqrt{k^2+k_0^2}}\right]. \]
The total is \(\pi\) for any \(m\), so one cone carries \(|\sigma_{xy}|=e^2/2h_P=1.937\times10^{-5}\) S however small its gap. The phrase you heard is loose: \(\Phi(k_0)=\pi(1-2^{-1/2})\), only 29% of \(\pi\). Solving \(\Phi=f\pi\) gives \(k=k_0\sqrt{(1-f)^{-2}-1}\), which is \(1.73k_0\), \(9.95k_0\) and \(100k_0\) for 50%, 90% and 99%. The \(k^{-3}\) tail spreads the flux over decades of \(k\).

Take round model parameters \(v=5\times10^5\) m/s, \(m=1.6\times10^{-21}\) J (9.99 meV) and lattice constant \(a=3\times10^{-10}\) m. Then \(\hbar v=5.273\times10^{-29}\) J m, \(\xi=5.273\times10^{-29}/1.6\times10^{-21}=3.296\times10^{-8}\) m \(=109.85\,a\), \(k_0=3.034\times10^7\) m\(^{-1}\), and \(\Omega(0)=5.43\times10^{-16}\) m\(^2=6034\,a^2\). The disc of radius \(k_0\) fills \(\pi k_0^2/(2\pi/a)^2=6.6\times10^{-6}\) of the zone.

**Q.** What error does a uniform grid make on such a peak?

**A.** For the cone it is known exactly. An \(N\times N\) grid has spacing \(h=2\pi/L\) with \(L=Na\). Let \(\boldsymbol\delta=h(s_1,s_2)\) be its shift from the crossing. The sum \(S(\boldsymbol\delta)=h^2\sum_{\mathbf n}\Omega(h\mathbf n+\boldsymbol\delta)\) is periodic in \(\boldsymbol\delta\) with period \(h\), so \(S=\sum_{\mathbf R}c_{\mathbf R}e^{-i\mathbf R\cdot\boldsymbol\delta}\) with \(\mathbf R=L(p,q)\). In \(c_{\mathbf R}=h^{-2}\int_{\rm cell}S\,e^{i\mathbf R\cdot\boldsymbol\delta}d^2\delta\) the factor \(e^{ih\mathbf R\cdot\mathbf n}=1\) lets the cells join into the plane, so \(c_{\mathbf R}=F(\mathbf R)=\int\Omega\,e^{i\mathbf k\cdot\mathbf R}d^2k\). This is Poisson summation.

Isotropy lets \(\mathbf R\) lie along \(x\). With \(b^2=k_x^2+k_0^2\) and \(k_y=b\tan\theta\),
\[ \int\frac{k_0\,dk_y}{2(b^2+k_y^2)^{3/2}}=\frac{k_0}{2b^2}\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=\frac{k_0}{k_x^2+k_0^2}. \]
Closing the \(k_x\) contour above picks up the pole at \(ik_0\): \(F=2\pi i\,k_0e^{-k_0R}/(2ik_0)=\pi e^{-R/\xi}\). Pairing \(\mathbf R\) with \(-\mathbf R\),
\[ S-\pi=\pi\sum_{(p,q)\neq0}e^{-L\sqrt{p^2+q^2}/\xi}\cos 2\pi(ps_1+qs_2). \]
The pole sits at the complex momentum where the gap closes, and \(\xi\) is the length over which states in mid-gap decay. The grid represents a periodic supercell of side \(L\), and the error is the sum over its images.

All cosines equal one at \(s=0\), which is therefore the worst case. For \(L\gg\xi\) its four nearest terms give \(\delta C\approx2e^{-L/\xi}\), an error in \(\sigma_{xy}\) in units of \(e^2/h_P\). An accuracy \(\varepsilon\) for any shift needs \(L\approx\xi\ln(2/\varepsilon)\), so \(L>\xi\) is necessary but not sufficient. For \(\varepsilon=10^{-3}\) this is \(7.601\,\xi\); the full series gives \(7.643\,\xi\), so \(N\ge7.643\times109.85=839.6\), hence \(N=840\), \(L=2.52\times10^{-7}\) m and 705,600 points. The cost scales as \((\xi/a)^2\ln^2(2/\varepsilon)\).

**Q.** And on an ordinary coarse grid, \(L\ll\xi\)?

**A.** Then the k-sum is the simpler side. A point on the crossing contributes \(h^2\Omega(0)=2\pi^2\xi^2/L^2\), which is 7896 rad at \(L=0.05\,\xi\) in place of \(\pi\). For the shift \((\tfrac12,\tfrac12)\) every point has \(k\gg k_0\), so \(S\approx h^2\sum k_0/2k^3=(L/4\pi\xi)\sum_{\mathbf n}|\mathbf n+(\tfrac12,\tfrac12)|^{-3}\), linear in \(L/\xi\) and equal to 0.066 rad there. At these two shifts the grid hits the peak with an enormous weight or loses the flux; between them the sum varies continuously over this whole range.

**Q.** A cone is not a crystal. Does this survive in a real zone?

**A.** It does in a lattice model that contains the cone. Let \(t=\hbar v/a=1.758\times10^{-19}\) J, \(m/t=a/\xi=0.0091\), \(c_x=\cos k_xa\), \(s_x=\sin k_xa\), and \(\mathbf d=(ts_x,\ ts_y,\ m-2t+tc_x+tc_y)\). Then \(\partial_x\mathbf d\times\partial_y\mathbf d=t^2a^2(s_xc_y,\ c_xs_y,\ c_xc_y)\), and \(s^2+c^2=1\) gives
\[ \Omega=\frac{t^2a^2\,[\,t(c_x+c_y)+(m-2t)c_xc_y\,]}{2|\mathbf d|^3}. \]
The triple-product form makes \(\Omega\,d^2k\) half the solid angle swept by \(\hat{\mathbf d}\), so \(C\) counts how often the sphere is covered. The north pole needs \(s_x=s_y=0\) and \(d_z>0\). For \(0<m<2t\) only \(\mathbf k=0\) qualifies, and \(\Omega>0\) there, so \(C=1\): flux \(\pi\) from the cone and \(\pi\) from a broad background.

Poisson summation holds with \(F\) taken over the zone. To first order in \(m/t\) and \(a/R\), expand \(|\mathbf d|^2\approx m^2+(\hbar v')^2k^2\) with \(v'^2=v^2(1-m/t)\), and the bracket as \(m+ta^2k^2/2\). With \(\kappa=m/\hbar v'\), the transform of \((k^2+\kappa^2)^{-3/2}\) is \(2\pi e^{-\kappa R}/\kappa\) from above. Since \(\partial_\kappa(k^2+\kappa^2)^{-1/2}=-\kappa(k^2+\kappa^2)^{-3/2}\), integrating from \(\kappa\) to \(\infty\) gives \(2\pi e^{-\kappa R}/R\) for \((k^2+\kappa^2)^{-1/2}\). The \(m\) term yields \(\pi(v/v')^2e^{-\kappa R}\approx\pi(1+m/t)e^{-\kappa R}\). The \(k^2\) term has prefactor \(ta^2/4\hbar v=a/4\); writing \(k^2=(k^2+\kappa^2)-\kappa^2\) gives \((\pi a/2)(1/R-\kappa)e^{-\kappa R}\). With \(\kappa a\approx m/t\),
\[ F(R)\approx\pi\left[1+\frac{m}{2t}+\frac{a}{2R}\right]e^{-\kappa R}. \]
Along an axis \(\kappa\) is exact from \(|\mathbf d|=0\) at \(k_x=i\kappa\), \(k_y=0\): \(m-t+t\cosh\kappa a=t\sinh\kappa a\), so \(\kappa a=-\ln(1-m/t)\) and \(\kappa/k_0=1.00458\).

The computed \(C-1\) against the cone series:

| \(N\) | \(L/\xi\) | \(s=0\): grid, series | \(s=\tfrac12\): grid, series |
|---|---|---|---|
| 20 | 0.18 | 94.25, 94.30 | −0.483, −0.462 |
| 200 | 1.82 | 0.639, 0.643 | −0.1767, −0.1763 |
| 840 | 7.65 | 9.66e-4, 9.96e-4 | −8.88e-4, −9.15e-4 |

At \(N=20\) the single point gives \(\pi(109.85/20)^2=94.77\) and the cone's true \(\tfrac12\) is subtracted, leaving 94.27. In conductance, moving that grid by half a spacing along both axes changes \(\sigma_{xy}\) from \(-3.69\times10^{-3}\) S to \(-2.00\times10^{-5}\) S; the exact value is \(-3.874\times10^{-5}\) S. At \(N=200\), with \(L\) already \(1.8\,\xi\), the worst-case error is still 64% of \(e^2/h_P\). At \(N=840\) the grid error is 3.0% below the cone series, as the correction predicts for the nearest shell: \(-0.00458\times7.647+0.0046+0.0006=-0.030\). There \(\sigma_{xy}=-3.87405\times10^{-5}\times1.000966=-3.8778\times10^{-5}\) S.

**Q.** Could a clever shift replace the dense grid?

**A.** Only if the crossing's position is known. At \(s=(\tfrac14,\tfrac14)\) the shell \((1,0)\) has \(\cos\frac\pi2=0\), and the shell \((1,\pm1)\) has \(\cos\pi\) and \(\cos0\) twice each, which cancel. The shell \((2,0)\) leaves \(-4\pi e^{-2L/\xi}\). At \(L=6\xi\) the cone's error falls from \(3.39\times10^{-2}\) rad to \(-7.7\times10^{-5}\) rad. The exponent doubles, but this shift still needs \(L\gtrsim\xi\), and the offset \((\tfrac14,\tfrac14)\) cannot be arranged relative to several crossings at unrelated positions at once. Since \(S\) is continuous in \(\boldsymbol\delta\) and its average over a cell is the exact flux \(c_{\mathbf 0}\), some shift gives zero error at any \(L\). For the cone it follows from setting the error series to zero, which requires the crossing's position and \(L/\xi\).

**Q.** How does adaptive refinement escape, and can it miss the peak?

**A.** The curvature varies on the local scale \(\sqrt{k^2+k_0^2}=|\mathbf d|/\hbar v\), known from the gap at each point. Start from the whole zone, split a square cell of side \(h\) into four whenever \(\hbar vh>\eta|\mathbf d(\text{centre})|\), and weight each final cell (leaf) by \(h^2\Omega(\text{centre})\). On the cone, the centre of the leaf containing the crossing lies within \(h/\sqrt2\) of it, so acceptance requires \(h^2\le\eta^2(k_0^2+h^2/2)\):
\[ h\le\frac{\eta k_0}{\sqrt{1-\eta^2/2}} . \]
For \(\eta<\sqrt2\) this leaf is at most a fixed multiple of \(k_0\), whatever \(m\); the multiple diverges as \(\eta\to\sqrt2\), but for \(\eta\ll1\) the leaf is much smaller than \(k_0\) and the peak cannot be missed. With \(\eta=0.08\) the bound is \(2.43\times10^6\) m\(^{-1}\); the smallest leaf in the lattice run has \(1.28\times10^6\) m\(^{-1}\).

Taylor expansion about a centre kills odd terms, and \(\int x^2dx\,dy=h^4/12\), so integral minus midpoint value is \(h^4\nabla^2\Omega/24\) to leading order. For \(f=\rho^{-3/2}\), \(f'=-3k\rho^{-5/2}\) and \(\nabla^2f=f''+f'/k=-6\rho^{-5/2}+15k^2\rho^{-7/2}=(9\rho-15k_0^2)\rho^{-7/2}\). A leaf passed the test and its parent of side \(2h\) failed, so \(h^2=g\eta^2\rho\) with \(\tfrac14<g\le1\) to leading order in \(\eta\). With \(w=\rho/k_0^2\),
\[ \Phi-S=\int\frac{h^2}{24}\nabla^2\Omega\,d^2k=\frac{\pi\eta^2}{48}\int_1^\infty g\,(9w-15)\,w^{-5/2}dw . \]
The antiderivative for \(g=1\) is \(-18w^{-1/2}+10w^{-3/2}\): \(-8\) at \(w=1\), \(-12\sqrt{3/5}=-9.295\) at the sign change \(w=5/3\), zero at infinity. The negative part is \(-1.295\) and the positive part \(9.295\). Extreme choices of \(g\) bound the deficit between \(\frac{\pi}{48}(9.295/4-1.295)\eta^2=0.067\eta^2\) and \(\frac{\pi}{48}(9.295-1.295/4)\eta^2=0.587\eta^2\), independent of \(m\).

The lattice run gives \(1-C=6.34\times10^{-4}\), or \(\sigma_{xy}=-3.8716\times10^{-5}\) S. This exceeds the cone's upper bound \(0.587\times0.08^2/2\pi=6.0\times10^{-4}\), which does not include the background. For \(k_0\ll k\ll1/a\) the background is \(a/4k\), from the \(k^2\) term above, with \(\nabla^2(a/4k)=a/4k^3>0\). Its deficit \(\int(g\eta^2k^2/24)(a/4k^3)2\pi k\,dk\) grows as \(\eta^2ak\) and is of order \(\eta^2\) at the zone scale. On the same leaves the cone curvature alone loses \(2.7\times10^{-4}\), inside its bounds, and the rest loses \(3.6\times10^{-4}\). Of that rest only \(0.4\times10^{-4}\) comes from \(ka<1\), where \(a/4k\) applies, and \(2.7\times10^{-4}\) comes from \(ka>2\), where it does not. Summing \(h^4\nabla^2\Omega/24\) of the full lattice curvature over the leaves gives \(6.33\times10^{-4}\).

**Q.** What does it cost?

**A.** Each split replaces one leaf by four, so leaves number \(1+3n_{\rm split}\) and visited cells \(1+4n_{\rm split}\). At size \(h\), on the cone, cells split where \(k^2<h^2/\eta^2-k_0^2\). Dividing that area by \(h^2\) gives about \(\pi/\eta^2-\pi k_0^2/h^2\) cells, and none once \(h<\eta k_0\). This depends only on \(h/k_0\), so halving \(m\) moves the pattern down one level and inserts one full level of \(\pi/\eta^2\) splits, that is \(3\pi/\eta^2=1473\) leaves. The number of leaves is therefore about \((3\pi/\eta^2)\log_2(\xi/a)\) plus a part independent of \(m\); here the logarithmic term is about 10,000 of the 12,997 leaves. The runs for \(m\) down to \(m/16\) add 1467, 1428, 1461 and 1458 leaves, within about 3% of 1473 for one position of the starting cell and within about 5% for other positions; that the scatter comes from counting whole cells along circular edges is a conjecture. For the uniform grid the cone error depends on \(L/\xi\) alone, so halving \(m\) doubles \(N\) and quadruples the points. Here 12,997 leaves mean 4332 splits and \(1+4\times4332=17{,}329\) visited cells, against 705,600 points: a factor 40.7 at errors of \(6.3\times10^{-4}\) and \(9.7\times10^{-4}\) in \(C\). At nearly equal error, \(\eta=0.1\) gives \(9.4\times10^{-4}\) with 11,165 visited cells, a factor 63.

The price is the convergence law. Unequal cells break the periodicity behind Poisson summation, so the midpoint error falls as \(\eta^2\), inversely with the number of cells, and not exponentially. The adaptive cost grows as \(1/\varepsilon\) and the uniform one as \(\ln^2(2/\varepsilon)\); at fixed \(\xi/a\) and small enough \(\varepsilon\) the uniform grid wins over this low-order rule.

**Q.** My samples are doped. Does the peak still matter?

**A.** Once \(|\mu|>m\) only the part outside the Fermi radius \(k_F\) counts. The core \(k<k_0\) drops out when \(k_F\ge k_0\), that is \(|\mu|\ge\sqrt2\,m\); for \(|\mu|\) just above \(m\) nearly the whole peak remains. For \(\mu>m\) both bands are filled inside \(k_F\) and their curvatures cancel; for \(\mu<-m\) both are empty there. With \(|\mu|=\hbar v\sqrt{k_F^2+k_0^2}\),
\[ \Phi=\pi-\Phi(k_F)=\frac{\pi k_0}{\sqrt{k_F^2+k_0^2}}=\frac{\pi m}{|\mu|}, \]
which is \(\pi/3=1.047\) rad at \(\mu=3m\). This and the plateau \(\Phi=\pi\) are zero-temperature values and need \(k_BT\ll m\): for \(m=10\) meV, Fermi occupations at fixed \(\mu\) give \(\Phi/\pi=0.87\) at \(\mu=0\) and \(0.39\) at \(\mu=3m\) at 77 K, and \(0.47\) and \(0.40\) at 300 K. It is also the intrinsic part only; with a Fermi surface, impurity scattering (side jump, skew scattering) adds terms not contained in \(\Omega\). The integrand now has a step at \(k_F\), so the contour argument and its exponential law do not apply; that error is not treated here.

**Q.** Chern numbers are obtained on tiny grids from overlaps of neighbouring states. Is that a contradiction?

**A.** No, since that method does not sample \(\Omega\) at points. It assigns each plaquette the phase \(-\arg\) of the product of overlaps \(\langle u_i|u_{i+1}\rangle\) around its corners, in \((-\pi,\pi]\). For two bands this is half the solid angle of the geodesic quadrilateral through the four \(\hat{\mathbf d}\), reduced modulo \(2\pi\). Each link occurs twice in opposite directions, so the total is a multiple of \(2\pi\). Place the crossing at a plaquette centre. Its corners have \(d_z=m-t(2-2\cos\frac\pi N)\). For \(d_z>0\) the quadrilateral encloses less than a hemisphere around the north pole and the phase is below \(\pi\). For \(d_z<0\) it exceeds \(\pi\), is folded back by \(2\pi\), and \(C\) drops by one. The condition \(2-2\cos(\pi/N)<m/t\) becomes \(N>\pi\sqrt{t/m}=32.93\) at small angle, and the lattice result switches from 0 at \(N=32\) to 1 at \(N=33\). In this model and placement the requirement scales as \(m^{-1/2}\) and not as \(m^{-1}\). Below threshold the method returns a wrong integer, which the total alone does not reveal, because the total is an integer by construction, for a gapless band or arbitrary states as well. Only for a fully occupied, gapped band on a fine enough grid does that integer equal \(-\sigma_{xy}h_P/e^2\).

The numerical check that follows tests these formulas against diagonalization, loop phases, quadrature and explicit grid sums.

## Table of computed values

```
v = 5.000e+05 m/s, a = 3.000e-10 m, eps = 1e-03, eta = 0.08
m = 1.600e-21 J (9.99 meV)
hbar v = 5.2729e-29 J m, t = 1.7576e-19 J, m/t = 0.00910
k0 = 3.0344e+07 1/m, xi = 3.2955e-08 m, xi/a = 109.85
lattice kappa = 3.0483e+07 1/m, kappa/k0 = 1.00458
peak curvature = 5.4303e-16 m^2, peak/a^2 = 6034
zone area fraction inside k0 = 6.594e-06
flux fraction inside k0 = 0.2929
radius for 50% of flux = 5.2557e+07 1/m, k/k0 = 1.732
radius for 90% of flux = 3.0192e+08 1/m, k/k0 = 9.950
radius for 99% of flux = 3.0343e+09 1/m, k/k0 = 99.995
flux at mu = 0.5 m: 3.14159 rad; at mu = 3 m: 1.04720 rad
cone, L = 0.05 xi: sum on crossing = 7895.7 rad, shift 1/2 = 0.0657 rad
cone, L = 6 xi: error shift 0 = 3.3859e-02 rad, shift 1/4 = -7.6664e-05 rad
N, L/xi, C-1 (shift 0: grid, series), C-1 (shift 1/2: grid, series)
  20 0.182 +9.4249e+01 +9.4297e+01 -4.8271e-01 -4.6198e-01
 100 0.910 +3.3843e+00 +3.3934e+00 -3.2067e-01 -3.1776e-01
 200 1.821 +6.3884e-01 +6.4252e-01 -1.7665e-01 -1.7634e-01
 400 3.641 +6.5879e-02 +6.6734e-02 -4.0207e-02 -4.0559e-02
 840 7.647 +9.6620e-04 +9.9607e-04 -8.8840e-04 -9.1469e-04
L/xi needed: leading ln(2/eps) = 7.601, full series = 7.643
N needed = 840, L = 2.5200e-07 m, points = 705600
cone deficit bounds / eta^2: 0.0673 to 0.5872 rad
adaptive: 1-C = 6.3375e-04, Laplacian estimate = 6.3341e-04
adaptive: leaves = 12997, cells visited = 17329, uniform/visited = 40.7
adaptive: smallest h = 1.278e+06 1/m, bound = 2.431e+06 1/m
leaves for m, m/2, m/4, m/8, m/16: [12997, 14464, 15892, 17353, 18811]
increments [1467, 1428, 1461, 1458], 3 pi/eta^2 = 1473
link threshold N = 33, pi sqrt(t/m) = 32.93
link C at N-1 = 0.000, at N = 1.000
e^2/h = 3.87405e-05 S, one cone |sigma| = 1.9370e-05 S
sigma_xy N=20: shift 0 = -3.6900e-03 S, shift 1/2 = -2.0040e-05 S
sigma_xy N=840 shift 0 = -3.8778e-05 S, adaptive = -3.8716e-05 S
```
